# Dipolar and crystal-field direct spin-lattice relaxation in two model ions, part 1

(Sections cited here and not found follow in the second part.)

An insulating paramagnetic crystal sits at 4 K in a field of 0.3 T, and a microwave pulse has heated its electron spins. The excess Zeeman energy leaves through lattice vibrations, and a vibration does not act on a spin directly. It acts through some term of the Hamiltonian that contains both the spin and the positions of the atoms. One such term is the magnetic dipolar coupling between neighbouring spins, which depends on their separation and orientation: this is Waller's mechanism. Another is the electric field of the ligands, which depends on the same displacements, acts on the orbital motion, and reaches the spin through spin-orbit coupling. The question is which of the two sets \(T_1\).

Only the direct process, in which one resonant phonon is emitted or absorbed, is treated. The answer depends on the spin. For an \(S=1\) ion with an orbital-singlet ground state and a spin-orbit coupling of magnitude 300 cm⁻¹, Waller's rate is smaller by more than five orders of magnitude in the model below. For a spin-½ Kramers doublet time reversal suppresses the crystal-field coupling, and for the model ion below, with \(\lambda/\Delta=0.05\), the crystal field becomes the faster mechanism when the crystal is diluted or the field is raised.

## The estimate

A long-wavelength phonon is a uniform deformation \(u_{ij}=\partial_j u_i\) on the scale of a few atoms. Both mechanisms have the form (coupling energy) × (deformation), and they draw on the same phonon branches, at the Larmor frequency \(\omega\) or at \(2\omega\). For \(\hbar\omega\ll k_BT\) every one-phonon rate goes as \(\omega^2T\) times the squared coupling, so the density of phonon states, the thermal occupation and the mass density cancel in the ratio of the rates up to numerical factors, and the ratio is set by the squared couplings.

The dipolar energy of two spins at distance \(a\) is \(d_a=\mu_0 g^2\mu_B^2/(4\pi a^3)\), and a unit deformation changes it by its own order. At \(a=0.6\) nm it is \(0.010\) cm⁻¹ for \(g=2.27\) and \(0.008\) cm⁻¹ for \(g=2\). Uncorrelated neighbours add in the rate, giving \(z_6 d_a^2\) with \(z_6=\sum (a/r)^6=8.4\) on a simple cubic lattice.

A unit deformation changes the ligand-field gap \(\Delta\) by its own order. Deformation is even under time reversal, so at zero field it can couple only to time-even spin operators, the lowest being \(S_aS_b\), and each spin factor costs one admixture \(\lambda/\Delta\). The coupling is \(G\sim\Delta(\lambda/\Delta)^2=\lambda^2/\Delta\), which is 10 cm⁻¹ for \(|\lambda|=300\) and \(\Delta=9000\) cm⁻¹. The ratio is \(z_6(d_a/G)^2\sim 8.4\times(10^{-3})^2\sim10^{-5}\).

For \(S=\tfrac12\) the symmetrized product \(S_aS_b+S_bS_a\) is a multiple of the identity and flips nothing. One factor \(\lambda\) must be replaced by the Zeeman energy, and the coupling falls to \(m\sim\mu_BB\,\lambda/\Delta\). With \(\mu_BB=0.14\) cm⁻¹ and \(\lambda/\Delta=0.05\) this is \(0.007\) cm⁻¹, as small as \(d_a\), and the ratio is of order ten.

## One-phonon rate and the definition of \(T_1\)

The lattice is an isotropic Debye solid of density \(\rho\), with one longitudinal branch of velocity \(v_l\) and two transverse branches of velocity \(v_t\). Atoms follow the deformation homogeneously, and the phonons stay at the lattice temperature \(T\) (no bottleneck). In a volume \(\mathcal V\),
\[
u_{ij}=\sum_{\mathbf k\nu}\sqrt{\frac{\hbar}{2\rho\mathcal V\omega_k}}\; i k\, e_i\hat k_j\,\big(a\,e^{i\mathbf k\cdot\mathbf r}-a^\dagger e^{-i\mathbf k\cdot\mathbf r}\big),
\]
with \(\mathbf e\) the polarization vector. The full gradient is kept, including its antisymmetric part, because a local rotation turns a pair axis or a ligand cage relative to the applied field. The coupling is \(H_1=V_{ij}u_{ij}\), and \(M_{ij}=\langle {\rm f}|V_{ij}|{\rm i}\rangle\) between spin states separated by \(\hbar\omega\). The golden rule for one branch of velocity \(v\), with \(\sum_{\mathbf k}\to \mathcal V(2\pi)^{-3}\int k^2dk\,d\Omega\) and \(\delta(\hbar vk-\hbar\omega)=\delta(k-\omega/v)/\hbar v\), gives
\[
W=\frac{2\pi}{\hbar}\,\frac{\hbar}{2\rho\omega}\,\frac{4\pi}{(2\pi)^3}\,\frac{k^4}{\hbar v}\,\langle|e_iM_{ij}\hat k_j|^2\rangle\,\big(n+\tfrac12\pm\tfrac12\big)
=\frac{\omega^3\,(n+\tfrac12\pm\tfrac12)}{2\pi\hbar\rho v^5}\,\langle|e_iM_{ij}\hat k_j|^2\rangle ,
\]
upper sign for emission, \(n\) the Bose factor, brackets an average over directions of \(\mathbf k\).

For the longitudinal branch \(\mathbf e=\hat{\mathbf k}\). The average \(\langle\hat k_i\hat k_j\hat k_k\hat k_l\rangle\) is isotropic and fully symmetric, hence proportional to \(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}\); contracting \(i=j\), \(k=l\) gives \(9+3+3\), so the coefficient is \(1/15\). The three polarizations together are complete, \(\sum_{\mathbf e}|\mathbf e\cdot M\hat{\mathbf k}|^2=|M\hat{\mathbf k}|^2\), and \(\langle\hat k_j\hat k_l\rangle=\delta_{jl}/3\). Therefore
\[
A_l=\tfrac1{15}\big(|{\rm tr}M|^2+M_{ij}M^*_{ij}+M_{ij}M^*_{ji}\big),\qquad A_t=\tfrac13M_{ij}M^*_{ij}-A_l .
\]
For \(x=\hbar\omega/k_BT\ll1\), \(n+\tfrac12=\tfrac12\coth(x/2)=x^{-1}(1+x^2/12+\dots)\), and the mean of the upward and downward rates is
\[
W=K\omega^2F,\qquad K=\frac{k_BT}{2\pi\hbar^2\rho},\qquad F=\frac{A_l}{v_l^5}+\frac{A_t}{v_t^5}.
\]

For many levels the spins are taken to share a spin temperature. With energies \(E_m\) measured from their mean, the departure of the populations from equilibrium is \(\delta p_m=-\gamma E_m\) at high temperature, and the excess energy is \(U=\sum_mE_m\delta p_m=-\gamma\sum_mE_m^2\). The rate equations \(\delta\dot p_m=\sum_nW_{mn}(\delta p_n-\delta p_m)\) with symmetric \(W\) give \(\dot U=\gamma\sum_{mn}W_{mn}E_m(E_m-E_n)=\tfrac{\gamma}{2}\sum_{mn}W_{mn}(E_m-E_n)^2\), the last form by averaging with \(m\leftrightarrow n\). Then \(1/T_1=-\dot U/U\) is the Gorter formula,
\[
\frac1{T_1}=\frac{\sum_{\rm pairs}W_{mn}(E_m-E_n)^2}{\sum_mE_m^2},
\]
each pair of levels counted once. Without a common spin temperature this is still the initial decay rate of \(U\); since a symmetric rate matrix gives a sum of exponentials with positive weights, the later decay is then slower.

## Waller's rate

The spins are alike, have isotropic \(g\), no exchange, and a dipolar energy small against the Zeeman energy, so that the unperturbed states are Zeeman product states. Because \(\partial_a\partial_b(1/r)=(3n_an_b-\delta_{ab})/r^3\) with \(\mathbf n=\mathbf r/r\), the dipolar Hamiltonian is
\[
H_{dd}=-C\,S_{1a}S_{2b}\,\partial_a\partial_b\frac1r,\qquad C=\frac{\mu_0g^2\mu_B^2}{4\pi}.
\]
For \(kr\ll1\) the pair vector changes by \(\delta r_i=u_{ij}r_j\). Differentiating \(3x_ax_b/r^5-\delta_{ab}/r^3\) once more gives \(\partial_i\partial_a\partial_b(1/r)=T_{abi}/r^4\) with
\[
T_{abi}=-15\,n_an_bn_i+3(\delta_{ab}n_i+\delta_{ai}n_b+\delta_{bi}n_a).
\]
With \(d=C/r^3\), the coupling tensor is a product of two vectors,
\[
M_{ij}=w_in_j,\qquad w_i=-d\,\langle {\rm f}|S_{1a}S_{2b}|{\rm i}\rangle\,T_{abi}.
\]
For such a tensor \(M_{ij}M_{ij}^*=|\mathbf w|^2\) and \(|{\rm tr}M|^2=M_{ij}M^*_{ji}=|\mathbf w\cdot\mathbf n|^2\), so
\[
A_l=\tfrac1{15}\big(|\mathbf w|^2+2|\mathbf w\cdot\mathbf n|^2\big),\qquad A_t=\tfrac1{15}\big(4|\mathbf w|^2-2|\mathbf w\cdot\mathbf n|^2\big).
\]

The field is along \(\hat{\mathbf z}\). Write \(\mathbf S=\hat{\mathbf z}S_z+\boldsymbol\xi S_-+\boldsymbol\xi^*S_+\) with \(\boldsymbol\xi=(\hat{\mathbf x}+i\hat{\mathbf y})/2\), so that \(|\boldsymbol\xi|^2=\tfrac12\), \(\boldsymbol\xi\cdot\boldsymbol\xi=0\), \(\boldsymbol\xi\cdot\hat{\mathbf z}=0\). Let \(c=\cos\vartheta=\mathbf n\cdot\hat{\mathbf z}\), \(s=\sin\vartheta\), and \(q=\boldsymbol\xi\cdot\mathbf n\), \(|q|^2=s^2/4\). Flip-flop terms \(S_{1+}S_{2-}\) leave the Zeeman energy unchanged and drop out of the Gorter sum. Two processes remain, first for \(S=\tfrac12\).

In a single flip, at frequency \(\omega\), spin 1 turns while spin 2 keeps the projection \(\mu=\pm\tfrac12\), and \(\langle S_{1a}S_{2b}\rangle=\mu\,\xi_a\hat z_b\). The \(\delta_{ab}\) term vanishes, leaving \(\mathbf w=-d\mu(-15qc\,\mathbf n+3\mathbf b)\) with \(\mathbf b=c\boldsymbol\xi+q\hat{\mathbf z}\), \(|\mathbf b|^2=c^2/2+s^2/4\), \(\mathbf b\cdot\mathbf n=2cq\). The square is \(225c^2|q|^2-2\cdot15\cdot3\cdot2\,c^2|q|^2+9|\mathbf b|^2=45c^2|q|^2+9|\mathbf b|^2\), and \(\mathbf w\cdot\mathbf n=9d\mu qc\). With \(\mu^2=\tfrac14\),
\[
|\mathbf w_1|^2=\frac{d^2}{16}\big(45c^2s^2+18c^2+9s^2\big),\qquad |\mathbf w_1\cdot\mathbf n|^2=\frac{81}{16}d^2c^2s^2 .
\]

In a double flip, at frequency \(2\omega\), \(\langle S_{1a}S_{2b}\rangle=\xi_a\xi_b\) and \(\mathbf w=-d(-15q^2\mathbf n+6q\boldsymbol\xi)\). The square is \(225|q|^4-180|q|^4+36|q|^2\cdot\tfrac12\), and \(\mathbf w\cdot\mathbf n=9dq^2\):
\[
|\mathbf w_2|^2=d^2\Big(\frac{45}{16}s^4+\frac92s^2\Big),\qquad |\mathbf w_2\cdot\mathbf n|^2=\frac{81}{16}d^2s^4 .
\]
The spin-½ rates are \(W_1=K\omega^2F_1\) and \(W_2=K(2\omega)^2F_2\).

For \(N\) spins of general \(S\), the sum of squared matrix elements of a lowering operator \(O\) is \({\rm Tr}\,O^\dagger O\). Let \(X=S(S+1)\); traces per state are \(\langle S_z^2\rangle=X/3\) and \(\langle S_+S_-\rangle=\langle S_x^2+S_y^2\rangle=2X/3\). The operator that carries the rate \(W_1\) is \(S_{1-}\,2S_{2z}\), of trace \(4\cdot\frac{2X}3\cdot\frac X3=\frac{8X^2}{9}\); each of the \(N\) spins can flip against each neighbour \(j\). The operator that carries \(W_2\) is \(S_{1-}S_{2-}\), of trace \(\frac{4X^2}9\); the energy change squared is \(4(\hbar\omega)^2\) and pairs number \(N/2\) per neighbour, which again gives \(\frac{8X^2}9\) per spin. Cross terms between different pairs contain \({\rm Tr}\,S_z\) or \({\rm Tr}\,S_+S_z\) of a single spin and vanish. This uses equal weights for all spin states and fails once the spins are strongly polarized. The denominator is \(NX(\hbar\omega)^2/3\), so
\[
\frac1{T_1^{\rm W}}=\frac{8X}{3}\sum_j(W_{1j}+W_{2j})=\frac43S(S+1)\;2K\omega^2\sum_j\big(F_{1j}+4F_{2j}\big).
\]

Averaging the rate over the direction of the field relative to the lattice averages each pair over \(\vartheta\), with \(\langle c^2\rangle=\tfrac13\), \(\langle s^2\rangle=\tfrac23\), \(\langle c^2s^2\rangle=\tfrac2{15}\), \(\langle s^4\rangle=\tfrac8{15}\). In units of \(d^2\), \(|\mathbf w_1|^2\to(6+6+6)/16=\tfrac98\) and \(|\mathbf w_1\cdot\mathbf n|^2\to\tfrac{27}{40}\); \(|\mathbf w_2|^2\to\tfrac32+3=\tfrac92\) and \(|\mathbf w_2\cdot\mathbf n|^2\to\tfrac{27}{10}\). The double-flip values are four times the single-flip values, so \(F_2=4F_1\) and \(F_1+4F_2=17F_1\): double flips supply \(16/17\) of the averaged rate. For \(F_1\), \(A_l=(\tfrac98+\tfrac{27}{20})/15=\tfrac{33}{200}\) and \(A_t=(\tfrac92-\tfrac{27}{20})/15=\tfrac{21}{100}\). If a fraction \(f\) of the sites is occupied at random, \(\sum_jd_j^2=fz_6d_a^2\) on average, and
\[
\frac1{T_1^{\rm W}}=34\cdot\frac43S(S+1)\,K\omega^2fz_6d_a^2\left(\frac{33}{200\,v_l^5}+\frac{21}{100\,v_t^5}\right).
\]
The rate goes as \(B^2T\). The condition \(kr\ll1\) fails for neighbours beyond \(r\sim1/k\), whose contribution to \(z_6\) is about \(\int_{1/k}^\infty4\pi r^2(a/r)^6dr/a^3=\tfrac{4\pi}3(ka)^3\). Isotropic exchange between like spins commutes with the total \(S_z\), so between pure Zeeman states its modulation leaves the Zeeman energy unchanged. It relaxes that energy only through the dipolar admixture of the states, a relative correction that grows as the square of the exchange energy over \(\hbar\omega\) and is negligible while the exchange is weak; anisotropic exchange would add a channel of Waller type that is not counted here.

## Crystal-field modulation for \(S=1\)

The model ion is \(d^8\) in a regular octahedron, described as two holes in a spin-triplet, orbitally antisymmetric state. These ten orbital states form \(^3F\) and \(^3P\), the latter higher by \(15B_R\) (\(B_R\) the Racah parameter). Spin-orbit coupling is \(\lambda\mathbf L\cdot\mathbf S\) within the triplets, \(\lambda<0\), and singlet terms are left out. The equally normalized real orbitals are \(\phi_1=(3z^2-r^2)/2\), \(\phi_2=\tfrac{\sqrt3}2(x^2-y^2)\), \(t_{xy}=\sqrt3xy\), \(t_{xz}\), \(t_{yz}\). The ligand field is the σ-only angular overlap model, \(v=\sum e_\sigma(R)|\sigma_{\mathbf n}\rangle\langle\sigma_{\mathbf n}|\) over the six ligands, with \(\sigma_{\mathbf n}=[3(\mathbf n\cdot\mathbf r)^2-r^2]/2\) and \(e_\sigma\propto R^{-p}\). On the axes, \(\sigma_z=\phi_1\) and \(\sigma_{x,y}=-\tfrac12\phi_1\pm\tfrac{\sqrt3}2\phi_2\). Hence \(\langle\phi_2|v|\phi_2\rangle=4\cdot\tfrac34e_\sigma\), \(\langle\phi_1|v|\phi_1\rangle=(2+4\cdot\tfrac14)e_\sigma\), the \(t\) orbitals lie at zero, and \(\Delta=3e_\sigma\). A hole has energy operator \(h=-v\). The ground state is \(|0\rangle=\phi_1\wedge\phi_2\) (\(^3A_2\)), where \(\wedge\) is the normalized antisymmetric product, and moving a hole to a \(t\) orbital costs \(\Delta\).

Write \(L_a=-iR_a\), with \(R_x=y\partial_z-z\partial_y\) and cyclic permutations, acting on both factors. Direct differentiation gives \(R_x\phi_1=\sqrt3t_{yz}\), \(R_x\phi_2=t_{yz}\), \(R_y\phi_1=-\sqrt3t_{xz}\), \(R_y\phi_2=t_{xz}\), \(R_z\phi_1=0\), \(R_z\phi_2=-2t_{xy}\), \(R_xt_{xz}=t_{xy}\), \(R_yt_{yz}=-t_{xy}\). Thus \(L_z|0\rangle=2i\,\phi_1\wedge t_{xy}\), and each \(L_a|0\rangle\) has squared norm 4. The sum \(12=3\cdot4\) is the largest value of \(L(L+1)\) available, so \(|0\rangle\) is pure \(F\). The three states \(L_a|0\rangle\) are then also pure \(F\), have one \(t\) hole, are mutually orthogonal, and lie at \(\Delta\) whatever \(B_R\) is (\(^3T_2\)). Second order in \(L_a(\lambda S_a+\mu_BB_a)\) gives \(-\sum_a(4/\Delta_a)(\lambda S_a+\mu_BB_a)^2\). The cross term yields \(g=g_e-8\lambda/\Delta\). The \(\lambda^2\) term is a constant when the three \(\Delta_a\) are equal, so the undeformed ion has three equally spaced levels.

The spin-phonon coupling is the part of the effective Hamiltonian linear in the strain \(\varepsilon_{ab}=(u_{ab}+u_{ba})/2\) and quadratic in \(\lambda\), a third-order term.

**Diagonal strain.** The ligands stay on their axes and \(\delta e_a=-p\,e_\sigma\varepsilon_{aa}\). The change \(\delta h\) acts only in the plane of \(\phi_1,\phi_2\), so it returns \(|0\rangle\) times its trace, and it cannot connect states with different \(t\) orbitals. Its only effect at this order is to shift the gaps. For \(\phi_1\wedge t_{xy}\) relative to \(\phi_1\wedge\phi_2\), the shift is \(-\delta v_{11}+(\delta v_{11}+\delta v_{22})=\delta v_{22}=\tfrac32(\delta e_x+\delta e_y)\), that is \(\delta\Delta_z=-\tfrac{p\Delta}2({\rm tr}\,\varepsilon-\varepsilon_{zz})\). Then
\[
\delta H=\frac{4\lambda^2}{\Delta^2}\sum_a\delta\Delta_aS_a^2=G_E\sum_a\varepsilon_{aa}S_a^2+{\rm const},\qquad G_E=\frac{2p\lambda^2}{\Delta},
\]
the constant being \(-G_E\,{\rm tr}\,\varepsilon\,S(S+1)\).

**Shear.** The ligands on \(\pm x\) turn by \(\delta\mathbf n=u_{yx}\hat{\mathbf y}\), so \(\delta\sigma_x=3xy\,u_{yx}=\sqrt3t_{xy}u_{yx}\), and likewise \(\delta\sigma_y=\sqrt3t_{xy}u_{xy}\). Hence
\[
\delta v=2\sqrt3e_\sigma\big[u_{yx}|t_{xy}\rangle\langle\sigma_x|+u_{xy}|t_{xy}\rangle\langle\sigma_y|+{\rm h.c.}\big].
\]
For \(u_{xy}=u_{yx}=\varepsilon_{xy}\), \(\sigma_x+\sigma_y=-\phi_1\), and \(\delta h|0\rangle=2\sqrt3e_\sigma\varepsilon_{xy}|\alpha\rangle\) with \(|\alpha\rangle=t_{xy}\wedge\phi_2\). The operator changes the number of \(t\) holes by one, so it has no element in \(|0\rangle\) or within \(^3T_2\), and the strain must stand at an end of the third-order chain, \(|0\rangle\to{}^3T_2\to{}^3T_1\to|0\rangle\). The state \(|\alpha\rangle\) is odd under the twofold rotation about \(x\) and even under that about \(z\), which among the products \(L_aL_b|0\rangle\) holds only for \(xy\) and \(yx\). With \(|\beta\rangle=t_{xz}\wedge t_{yz}\),
\[
R_xR_y|0\rangle=R_x\big(-\sqrt3t_{xz}\wedge\phi_2+\phi_1\wedge t_{xz}\big)=-\sqrt3\,\alpha-\sqrt3\,\beta-\sqrt3\,\beta+\phi_1\wedge t_{xy},
\]
\[
R_yR_x|0\rangle=R_y\big(\sqrt3t_{yz}\wedge\phi_2+\phi_1\wedge t_{yz}\big)=-\sqrt3\,\alpha-\sqrt3\,\beta-\sqrt3\,\beta-\phi_1\wedge t_{xy},
\]
so \(L_xL_y|0\rangle\) and \(L_yL_x|0\rangle\) equal \(\sqrt3(\alpha+2\beta)\mp\phi_1\wedge t_{xy}\). The last state is the \(^3T_2\) eigenstate, orthogonal to \(\alpha\), and does not contribute. Three states share this symmetry: \(\alpha\), \(\beta\) and \(\phi_1\wedge t_{xy}\). Two combinations, \(\alpha+2\beta\) and \(\phi_1\wedge t_{xy}\), are \(F\) because \(\mathbf L\) reaches them from \(|0\rangle\). The remaining one, \((2\alpha-\beta)/\sqrt5\), is the component of \(^3P\) that transforms like \(L_z\). With ligand-field energies \(\Delta\) and \(2\Delta\) and \(15B_R\) times the projector on that state,
\[
H_{T_1}=\begin{pmatrix}\Delta+12B_R&-6B_R\\-6B_R&2\Delta+3B_R\end{pmatrix},\qquad\det H_{T_1}=\Delta(2\Delta+27B_R),
\]
\[
\langle\alpha|H_{T_1}^{-1}|\alpha+2\beta\rangle=\frac{(2\Delta+3B_R)+2\cdot6B_R}{\Delta(2\Delta+27B_R)}=\frac\eta\Delta,\qquad\eta=\frac{2\Delta+15B_R}{2\Delta+27B_R}.
\]
The factor \(\eta\) runs from 1 at \(B_R=0\) to \(5/9\) when \(^3P\) is removed to infinity. The two negative energy denominators give a positive sign, and the Hermitian-conjugate chain doubles the real result:
\[
\delta H=2\cdot2\sqrt3e_\sigma\varepsilon_{xy}\cdot\frac\eta\Delta\cdot\sqrt3\cdot\frac{\lambda^2}\Delta\{S_x,S_y\}=G_T\,\varepsilon_{xy}\{S_x,S_y\},\qquad G_T=\frac{4\eta\lambda^2}\Delta .
\]
No term linear in \(\lambda\) appears, since strain and \(\mathbf L\) reach no common excited state from \(|0\rangle\). A rotation of the cage does reach \(^3T_2\); the commutator identity derived below for the doublet applies to it unchanged and gives a coupling of order \(\mu_BB\lambda/\Delta\), whose matrix element is about \(4\mu_BB/(\eta|\lambda|)\) times that of the shear term, \(3\times10^{-3}\) in the example below, and which is dropped.

This part has derived Waller's direct relaxation rate for general \(S\) and the strain couplings \(G_E\) and \(G_T\) of the \(S=1\) model ion. What remains is to turn those couplings into a relaxation rate, treat the Kramers doublet, and compare the two mechanisms numerically.

Numbers in the example were calculated in double precision.
